# The Hartree-Fock H2 reference error in hydrogen absorption energies

## Problem

A host M takes up one hydrogen atom and becomes MH. The static absorption energy per H atom is

$$E_{\rm abs}=E({\rm MH})-E({\rm M})-\tfrac12E({\rm H_2}),$$

negative when absorption is exothermic. Each $E$ is a non-relativistic electronic energy with clamped nuclei, including nuclear repulsion. The molecule sits at the bottom of its well, whose depth is $D=2E({\rm H})-E({\rm H_2})$. For any system X let

$$\delta({\rm X})=E_{\rm HF}({\rm X})-E_{\rm exact}({\rm X}),$$

and write $\delta=\delta({\rm H_2})$.

In the cc-pVQZ basis, Hartree-Fock (HF) gives $-13.6042$ eV for the H atom and $-30.8440$ eV for H$_2$. Coupled cluster with single and double excitations (CCSD) gives $-31.9406$ eV for H$_2$. Each H$_2$ energy belongs to that method's own equilibrium distance, 0.7344 angstrom for HF and 0.7426 angstrom for CCSD, both found in cc-pVTZ.

(a) Show that HF is exact for the H atom, and relate the error of the well depth to $\delta$.

(b) Find the shift of $E_{\rm abs}$, with its sign, when E(H$_2$) alone is taken from HF and the host terms are free of error.

(c) Find the shift when all three energies come from HF. Apply it to H$^+$ + ½H$_2$ → H$_2^+$ and to Li + ½H$_2$ → LiH.

(d) A metal has equal sites for hydrogen, a fraction $\theta$ of them filled, with a mean-field interaction $w$ between the H atoms. Derive the uptake isotherm. How does the error of part (b) change the filling and the equilibrium pressure?

(e) Evaluate (d) at 600 K and 760 Torr for $E_{\rm abs}=-0.10$ eV, $w=-0.20$ eV and three vibrational modes of quantum $\hbar\omega=0.07$ eV per H atom. These are rough values in the regime of palladium. At what temperature are the sites half full at 760 Torr?

## Solution

### (a) The atom and the well depth

Let the one electron occupy the normalized orbital $\varphi$, and let $\hat h$ be its kinetic energy plus the attraction of the nuclei. In atomic units the HF energy contains a Coulomb term and an exchange term,

$$E_{\rm HF}=\langle\varphi|\hat h|\varphi\rangle+\tfrac12J-\tfrac12K,$$

$$J=K=\iint\frac{|\varphi(\mathbf r_1)|^2|\varphi(\mathbf r_2)|^2}{r_{12}}\,d\mathbf r_1d\mathbf r_2 .$$

With one occupied spin orbital the two integrals are identical and cancel. What remains is $\langle\varphi|\hat h|\varphi\rangle$, whose minimum is the lowest eigenvalue of $\hat h$, the exact energy. Hence $\delta({\rm H})=0$. The argument holds for any one-electron system, with the constant nuclear repulsion added. For H the computed terms are $+8.504$ eV and $-8.504$ eV, and direct diagonalization of $\hat h$ in the same basis returns the HF energy, $-13.6042$ eV.

Subtracting the two well depths gives

$$\begin{aligned}D_{\rm exact}-D_{\rm HF}&=2[E_{\rm exact}({\rm H})-E_{\rm HF}({\rm H})]\\&\quad-[E_{\rm exact}({\rm H_2})-E_{\rm HF}({\rm H_2})]\\&=-2\delta({\rm H})+\delta({\rm H_2})=\delta .\end{aligned}$$

The whole error of the depth therefore belongs to the molecule. Its sign follows from the variational principle. At the HF distance $R_{\rm HF}$ the HF determinant is a trial function, and the exact curve is lowest at its own minimum $R_0$:

$$E_{\rm HF}(R_{\rm HF})\ge E_{\rm exact}(R_{\rm HF})\ge E_{\rm exact}(R_0).$$

So $\delta\ge0$. Physically, the restricted HF function places both electrons in one orbital, each moving in the average field of the other. It misses the lowering of the energy that comes from their correlated motion.

For two electrons, single and double excitations exhaust all possible excitations, so CCSD gives the exact energy within the basis. The data then yield

$$D_{\rm HF}=2(-13.6042)+30.8440=3.636\ {\rm eV},$$

$$D_{\rm exact}\approx2(-13.6042)+31.9406=4.732\ {\rm eV},$$

$$\delta\approx-30.8440+31.9406=1.097\ {\rm eV}.$$

The finite basis still matters slightly. If the correlation energy is extrapolated from cc-pVTZ and cc-pVQZ, on the assumption that its basis error falls as the inverse cube of the basis number (3 and 4), $\delta$ becomes 1.116 eV. This two-point estimate overshoots slightly. The same extrapolation from cc-pVQZ and cc-pV5Z gives 1.112 eV, so the limit is about 1.11 eV and the third decimal is not settled. The depth $D_{\rm exact}$ itself rises from 4.732 eV to 4.748 eV in a complete basis, while $D_{\rm HF}$ moves by less than 0.002 eV.

### (b) The reference error alone

Let $E_{\rm abs}^{\rm ref}$ be the energy obtained with exact host terms and the HF molecule. The host terms cancel in the difference:

$$\begin{aligned}E_{\rm abs}^{\rm ref}-E_{\rm abs}^{\rm exact}&=-\tfrac12E_{\rm HF}({\rm H_2})+\tfrac12E_{\rm exact}({\rm H_2})\\&=-\tfrac12\delta .\end{aligned}$$

The factor one half is the number of H$_2$ molecules consumed per absorbed atom. The HF molecule lies too high in energy, so leaving it appears too favourable. Numerically,

$$-\tfrac12(1.097\ {\rm eV})\approx-0.55\ {\rm eV}\quad\text{per H atom},$$

or about $-53$ kJ per mole of H atoms. The extrapolated value is $-0.56$ eV. Absorption is too exothermic by this amount, provided that the host terms carry no error of their own.

The remedy in this mixed calculation is to replace ½E(H$_2$) by $E({\rm H})-\tfrac12D_{\rm exact}$. By the definition of $D$, this is half the exact molecular energy.

### (c) Hartree-Fock for all terms

Insert $E_{\rm HF}=E_{\rm exact}+\delta$ into each term of $E_{\rm abs}$:

$$\Delta E_{\rm abs}=\underbrace{\delta({\rm MH})-\delta({\rm M})}_{\text{host part}}-\underbrace{\tfrac12\delta({\rm H_2})}_{\text{reference part}} .$$

The sign of the sum is not fixed by the sign of the last term.

**A host part of zero.** For H$^+$ + ½H$_2$ → H$_2^+$, the bare proton has no electronic energy and H$_2^+$ has one electron. Part (a) gives $\delta({\rm M})=\delta({\rm MH})=0$. With the ion held at 1.06 angstrom, the reaction energy is $-0.973$ eV in HF and $-0.425$ eV when exact within the basis. The difference,

$$-0.973+0.425=-0.548\ {\rm eV},$$

is the reference error and nothing else. Completing the basis would move each of the two reaction energies by less than 0.01 eV.

**A host part that dominates.** For Li + ½H$_2$ → LiH, the LiH distance is held at 1.60 angstrom and the H$_2$ distance at 0.7426 angstrom in both methods. All electrons are correlated, in an uncontracted cc-pVTZ basis. HF gives $+0.334$ eV and CCSD gives $-0.106$ eV. Relative to CCSD, the HF error is

$$0.979-0.539=+0.440\ {\rm eV},$$

where the first number is the host part and the second the reference part. HF makes this reaction too endothermic, although its reference error is exothermic. The reference part is slightly smaller in magnitude than in part (b) because the basis differs; holding the H$_2$ distance fixed changes it by less than 0.001 eV.

Counting electron pairs offers an interpretation. The reaction gives up half an H$_2$ bond pair and forms one LiH bond pair. HF misses correlation energy in both, and the host part, 0.979 eV, is close to the error of one whole H$_2$ pair, $2\times0.539=1.078$ eV.

Repairing only the reference removes the $-0.539$ eV and leaves

$$-0.106+0.979=+0.873\ {\rm eV},$$

which is farther from CCSD than the unrepaired HF result. The repair helps when the host terms are accurate; here it removes a partial cancellation. CCSD is not exact for LiH: the basis is finite and higher excitations are missing. The perturbative triples correction to LiH is $-0.003$ eV, far too small to alter the sign of the net error. The basis matters more: in uncontracted cc-pVQZ the CCSD reaction energy becomes $-0.126$ eV, the host part 1.008 eV and the net HF error $+0.458$ eV. The LiH values above are thus uncertain by a few hundredths of an eV, but the signs stay the same.

### (d) Filling and pressure

Let $f(T)$ be the vibrational free energy of an H atom in its site. In mean field, the free energy per site, measured from the empty host and from H$_2$ at its well bottom, is

$$\begin{aligned}F(\theta)&=\theta(E_{\rm abs}+f)+\tfrac12w\theta^2\\&\quad+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)] .\end{aligned}$$

The last term counts the arrangements of atoms on sites. One gas molecule supplies two atoms, so equilibrium requires $dF/d\theta=\tfrac12\mu$, where $\mu$ is the chemical potential of H$_2$ from the same zero. Differentiation gives

$$kT\ln\frac{\theta}{1-\theta}+E_{\rm abs}+f+w\theta=\tfrac12\mu(T,p).\tag{1}$$

For small $\theta$, both $w\theta$ and the 1 − $\theta$ in the logarithm can be dropped:

$$\theta\approx\exp\frac{\tfrac12\mu-E_{\rm abs}-f}{kT}.$$

Replacing $E_{\rm abs}$ by $E_{\rm abs}-\tfrac12\delta$ multiplies $\theta$ by $e^{\delta/2kT}$, as long as the new filling is also small.

The pressure rule needs no such limit. An ideal gas has $\mu=\mu_0(T)+kT\ln(p/p_0)$. At fixed $\theta$ and $T$, all other terms of (1) stay the same, so the shift $-\tfrac12\delta$ on the left must be matched by $\tfrac12kT\ln(p'/p)$ on the right:

$$\frac{p'}{p}=e^{-\delta/kT}.$$

The full well-depth error appears here because pressure counts molecules, not atoms.

### (e) Numbers in the palladium regime

Three harmonic modes give

$$f=3\left[\tfrac12\hbar\omega+kT\ln(1-e^{-\hbar\omega/kT})\right],$$

which is 0.059 eV at 600 K, where $kT=0.0517$ eV. For the gas,

$$\mu=-kT\ln\left[\frac{kT}{p\lambda^3}\,q_{\rm rot}q_{\rm vib}\right],\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}},$$

with $m$ the molecular mass. The factor $q_{\rm vib}$ sums over vibrational levels measured from the well bottom. In $q_{\rm rot}$, the levels are those of a rigid rotor, and even and odd ones carry nuclear-spin weights ¼ and ¾; the common factor 4 for two proton spins is left out because it also occurs for two absorbed atoms. The result is $\tfrac12\mu=-0.244$ eV.

With the correct reference, the solution of (1) is $\theta=0.021$. Inserting it gives $w\theta=-0.004$ eV, and

$$\ln\frac{\theta}{1-\theta}=\frac{-0.244+0.10-0.059+0.004}{0.0517}\approx-3.8,$$

which returns $\theta\approx0.02$. With the HF reference, $E_{\rm abs}=-0.648$ eV and the sites are almost full, so $w\theta\approx-0.20$ eV:

$$\ln\frac{\theta}{1-\theta}=\frac{-0.244+0.648-0.059+0.20}{0.0517}\approx10.5 .$$

Only about $3\times10^{-5}$ of the sites remain empty. The dilute factor, $e^{0.548/0.0517}\approx4\times10^4$, cannot be applied to $\theta=0.021$, since it would give a filling above one. To recover the correct filling with the wrong reference, the pressure would have to be multiplied by $6\times10^{-10}$, which takes it from 760 Torr to about $5\times10^{-7}$ Torr.

At half filling the logarithm in (1) vanishes, leaving

$$\tfrac12\mu(T,p)-f(T)=E_{\rm abs}+\tfrac12w .$$

The right side is $-0.20$ eV with the correct reference and $-0.748$ eV with the HF reference. The solutions at 760 Torr are 427 K and 1426 K.

These temperatures differ in character. Under the half-filling condition, the energy terms of $F-\tfrac12\mu\theta$ combine to $-\tfrac12w\theta(1-\theta)$, so the whole function is symmetric about $\theta=\tfrac12$. Its curvature there is $w+4kT$, which is negative below

$$T_c=-\frac{w}{4k}=580\ {\rm K}.$$

At 427 K there are thus two equally deep minima, a dilute and a concentrated phase, and the hydride releases most of its hydrogen in a transition, in which the equilibrium filling drops from about 0.90 to 0.10. At 1426 K there is one minimum, and the sites empty gradually on heating.

### The model beside real palladium

Palladium absorbs hydrogen exothermically, and its hydride gives up hydrogen at atmospheric pressure somewhat above 400 K. The inputs were chosen for this regime, so the 427 K is no independent prediction. They match palladium only roughly: at half filling the model releases about 0.26 eV of heat per absorbed H atom, while the measured heat of hydride formation is about 0.2 eV. Near room temperature and atmospheric pressure the real hydride holds roughly 0.7 H per metal atom, whereas the model's concentrated phase approaches one. With one site per metal atom, the model thus overfills that phase by about 0.3; the calculation does not show which of its simplifications is responsible. Both temperatures describe equilibrium; surface barriers and heating rate also affect a desorption experiment.

Several neglected effects are small beside 0.55 eV. The HF error in the H$_2$ zero-point energy adds $-0.006$ eV per H atom, and the extrapolated basis correction adds $-0.01$ eV. Gas non-ideality, with a rough second virial coefficient of 15 cm$^3$/mol, contributes about $10^{-5}$ eV. Coupling the rotation of H$_2$ to its vibration, which the rigid rotor leaves out, lowers the two half-filling temperatures by about 1 K and 6 K. Raising the site quantum by 0.01 eV lowers the correct filling from 0.021 to 0.013, a visible change but minute beside the factor $4\times10^4$.

The large omission would be the host part of part (c), if the metal too were treated by HF. It has not been computed for palladium, and in LiH it outweighs the reference part. The fillings and temperatures found with the HF reference therefore show the effect of a mixed calculation, with an accurate host and an HF molecule. They do not predict what HF would give for palladium as a whole.

The numerical output below lists the computed values.

## Computed values

```
H2 distance, HF (cc-pVTZ): 0.7344 angstrom
H2 distance, exact in basis (cc-pVTZ): 0.7426 angstrom
H atom, HF (cc-pVQZ): -13.6042 eV
H atom, one-electron diagonalization: -13.6042 eV
H atom Coulomb self-repulsion: 8.504 eV
H atom exchange energy: -8.504 eV
H2 energy, HF (cc-pVQZ): -30.8440 eV
H2 energy, CCSD (cc-pVQZ): -31.9406 eV
well depth, HF: 3.636 eV
well depth, CCSD: 4.732 eV
well-depth error delta: 1.097 eV
delta with extrapolated correlation: 1.116 eV
reference shift per H atom: -0.548 eV
same, extrapolated: -0.558 eV
same, main result: -52.9 kJ/mol
H2+ distance used: 1.06 angstrom
H+ + H2/2 -> H2+, HF: -0.973 eV
H+ + H2/2 -> H2+, exact in basis: -0.425 eV
H2+ case, full HF error: -0.548 eV
LiH distance used: 1.60 angstrom
Li + H2/2 -> LiH, HF: 0.334 eV
Li + H2/2 -> LiH, CCSD: -0.106 eV
LiH case, reference part of HF error: -0.539 eV
LiH case, host part of HF error: 0.979 eV
LiH case, net HF error: 0.440 eV
LiH case, HF with repaired reference: 0.873 eV
LiH triples correction: -0.0031 eV
metal: E_abs input (rough): -0.10 eV
metal: site quantum input (rough): 0.07 eV
metal: H-H interaction w input (rough): -0.20 eV
temperature: 600 K
pressure: 760 Torr
kT: 0.0517 eV
half the H2 chemical potential: -0.244 eV
site vibrational free energy: 0.059 eV
critical temperature of the lattice gas: 580 K
E_abs with reference error: -0.648 eV
filling, correct reference: 0.0212
filling, HF reference: 0.999974
empty fraction, HF reference: 2.60e-05
dilute filling factor: 4.035e+04
pressure factor at fixed filling: 6.143e-10
pressure for correct filling, HF reference: 4.67e-07 Torr
half-full temperature, correct reference: 427 K
half-full temperature, HF reference: 1426 K
H2 zero-point energy, HF curve: 0.2823 eV
H2 zero-point energy, CCSD curve: 0.2706 eV
zero-point part of reference error per H: -0.0059 eV
H-H energy at correct filling: -0.0042 eV
filling if site quantum is 0.01 eV larger: 0.0130
second virial coefficient input (rough): 15 cm3/mol
gas non-ideality per H atom: 7.9e-06 eV
```
